\section*{Is the Becke-Roussel potential in TB09 the derivative of the Becke-Roussel energy?}

\section*{Question}

I am implementing the TB09 exchange potential, which contains the Becke-Roussel (BR) potential. I took that ingredient to be the functional derivative of the BR exchange energy, as the local-density potential is the derivative of the local-density energy. A check on neon makes me doubt this. With Hartree-Fock orbitals the BR energy is $-12.32$ hartree, but the density-weighted integral of the BR potential is $-24.65$ hartree. For local-density exchange the ratio would be $4/3$, and here it is 2. Have I misplaced a factor, or is this potential something else? If so, what does the real derivative look like?

\section*{Answer}

Your factor is right. The BR potential in TB09 is the Coulomb potential of a model exchange hole, evaluated at the reference electron. It is a Slater-type potential, equal to twice the exchange energy per electron, and the derivative of the BR energy is a different object. To see this, one has to construct both.

\subsection*{The hole and its potential}

I use hartree atomic units and real orbitals. All quantities refer to one spin:
\[
\rho=\sum_i\phi_i^2,\quad \tau=\sum_i|\nabla\phi_i|^2,\quad L=\nabla^2\rho,\quad D=\tau-\frac{|\nabla\rho|^2}{4\rho}.
\]
There is no factor $\tfrac12$ in $\tau$. I count the hole as a positive density. The exact exchange hole around $\mathbf r$ is $n(\mathbf r')=G(\mathbf r')^2/\rho(\mathbf r)$ with $G(\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$. At $\mathbf r'=\mathbf r$ one has $G=\rho$ and $\nabla G=\nabla\rho/2$. Since $L=2\tau+2\sum_i\phi_i\nabla^2\phi_i$, also $\nabla^2G=(L-2\tau)/2$. Hence
\[
\nabla^2 n=\frac{2|\nabla G|^2+2G\nabla^2G}{\rho}=\frac{|\nabla\rho|^2}{2\rho}+L-2\tau=L-2D .
\]
Averaging over a small sphere of radius $s$ gives $\rho+Qs^2+\dots$, where $Q$ is one sixth of this Laplacian. BR generalizes it to
\[
Q=\tfrac16(L-2\gamma D).
\]
The value $\gamma=1$ keeps the exact curvature. I use $\gamma=0.8$, which brings the uniform gas close to its exact value, as shown below.

The model hole is a normalized exponential, $a^3e^{-aR}/(8\pi)$, centred a distance $b$ from the reference electron. Let $x=ab$. Matching the value at $R=b$, and the Laplacian there, gives
\[
\rho=\frac{x^3e^{-x}}{8\pi b^3},\qquad
6Q=\Bigl(a^2-\frac{2a}{b}\Bigr)\rho=\frac{x(x-2)}{b^2}\,\rho .
\]
The first equation gives $b^2=x^2e^{-2x/3}/(4\pi^{2/3}\rho^{2/3})$. Inserting this in the second,
\begin{equation}
\frac{x-2}{x}\,e^{2x/3}=y,\qquad y=\frac{3Q}{2\pi^{2/3}\rho^{5/3}} .
\label{x}
\end{equation}
The left side has derivative $\tfrac23e^{2x/3}(x^2-2x+3)/x^2>0$ and runs from $-\infty$ to $\infty$, so $x>0$ is unique.

The Coulomb potential of a spherical charge has an inner and an outer part. With $t=aR$ they are
\begin{align*}
\frac1{2b}\int_0^x t^2e^{-t}dt&=\frac1b\Bigl[1-e^{-x}\Bigl(1+x+\frac{x^2}{2}\Bigr)\Bigr],\\
\frac a2\int_x^\infty te^{-t}dt&=\frac1b\,e^{-x}\Bigl(\frac x2+\frac{x^2}2\Bigr).
\end{align*}
An electron is attracted to its hole, so the potential is minus their sum:
\begin{equation}
U=-\frac1b\Bigl[1-e^{-x}\Bigl(1+\frac x2\Bigr)\Bigr].
\label{U}
\end{equation}
This is the BR potential that enters TB09. The energy counts each pair once:
\[
E=\sum_\sigma\int e\,d^3r,\qquad e=\tfrac12\rho U .
\]
The energy per electron is therefore $U/2$, and $\sum_\sigma\int\rho U=2E$ by construction. That is your factor of 2.

\subsection*{The derivative}

Equations (\ref{x}) and (\ref{U}) give $U=\rho^{1/3}$ times a function of $y$, so $e=\rho^{4/3}F(Q\rho^{-5/3})$. Write $e_\rho$ for the derivative at fixed $Q$, and $e_Q$ for that at fixed $\rho$. The chain rule yields
\begin{equation}
e_\rho=\frac{4e}{3\rho}-\frac{5Qe_Q}{3\rho}=\frac23U-\frac{5Qe_Q}{3\rho}.
\label{erho}
\end{equation}

Because $Q$ contains $\tau$, the energy depends on the orbitals. Vary them, with $\delta\rho=2\sum_i\phi_i\delta\phi_i$ and $\delta\tau=2\sum_i\nabla\phi_i\cdot\nabla\delta\phi_i$:
\begin{align*}
\delta E&=\int\Bigl[e_\rho\,\delta\rho+\frac{e_Q}6\nabla^2\delta\rho-\frac{\gamma e_Q}3\,\delta D\Bigr]d^3r,\\
\delta D&=\delta\tau-\frac{\nabla\rho\cdot\nabla\delta\rho}{2\rho}+\frac{|\nabla\rho|^2}{4\rho^2}\,\delta\rho .
\end{align*}
Integrating by parts, with vanishing surface terms for a finite system, brings this to $\delta E=2\sum_i\int\delta\phi_i\,\hat v\phi_i$, where
\begin{align*}
\hat v\phi={}&\Bigl(e_\rho+\tfrac16\nabla^2e_Q\Bigr)\phi
-\frac\gamma3\Bigl\{-\nabla\cdot(e_Q\nabla\phi)\\
&+\frac12\Bigl[\nabla\cdot\Bigl(\frac{e_Q\nabla\rho}{\rho}\Bigr)\Bigr]\phi
+\frac{e_Q|\nabla\rho|^2}{4\rho^2}\phi\Bigr\}.
\end{align*}
This is a differential operator, not a multiplicative potential. To compare it with $U$ point by point, I average it over the occupied orbitals: $\bar v=\sum_i\phi_i\hat v\phi_i/\rho$. Two identities are needed:
\begin{align*}
\sum_i\phi_i\nabla\cdot(e_Q\nabla\phi_i)&=\tfrac12\nabla\cdot(e_Q\nabla\rho)-e_Q\tau,\\
\nabla\cdot(e_Q\nabla\rho)&=\rho\,\nabla\cdot\Bigl(\frac{e_Q\nabla\rho}{\rho}\Bigr)+\frac{e_Q|\nabla\rho|^2}{\rho}.
\end{align*}
In the averaged braces the divergence terms cancel. What remains is
\[
\frac{e_Q}{\rho}\Bigl(\tau-\frac{|\nabla\rho|^2}{2\rho}+\frac{|\nabla\rho|^2}{4\rho}\Bigr)=\frac{e_QD}{\rho}.
\]
With (\ref{erho}) the result is
\begin{equation}
\bar v=\frac23U-\frac{5Qe_Q}{3\rho}-\frac{\gamma De_Q}{3\rho}+\frac16\nabla^2e_Q .
\label{vbar}
\end{equation}

The counterpart of your integral follows from (\ref{vbar}). Use $\int\rho\nabla^2e_Q=\int Le_Q$ and $\gamma D/3=L/6-Q$. The terms with $L$ cancel, and the coefficient of $\int Qe_Q$ is $-\tfrac53+1$:
\begin{equation}
\sum_\sigma\int\rho\bar v\,d^3r=\frac43E-\frac23\sum_\sigma\int Qe_Q\,d^3r .
\label{number}
\end{equation}
So your $4/3$ reappears, with a correction because $Q$ does not scale as $\rho^{5/3}$ when only the occupations change.

\subsection*{Neon}

The orbitals are restricted Hartree-Fock orbitals in an even-tempered Gaussian basis. This level leaves out correlation and relativity, and Gaussians have neither the nuclear cusp nor the exponential tail, so values very near and very far from the nucleus should not be over-read. The derivative $\bar v$ is the most sensitive entry, because $\nabla^2e_Q$ contains fourth derivatives of the orbitals: changing the spacing of the exponents moves it by up to 0.015 hartree at 0.1 bohr (denser sets give $-4.626$) and by up to 0.006 hartree at the larger radii listed. The pointwise $U$ moves by up to 0.001 hartree, while the integrated values quoted below are stable to the digits shown.

Take $r=0.5$ bohr. There $\rho=1.1447$ and $Q=-3.4716$, so $y=-10.415/5.374=-1.938$. Equation (\ref{x}) gives $x=1.0037$, and the density gives $b=0.2344$ bohr. Then
\[
U=-\frac{1-0.3665\times1.5019}{0.2344}=-1.918\ \text{hartree}.
\]
Direct quadrature of the model hole gives the same potential. Potentials at several radii, in hartree, are:

\begin{center}
\begin{tabular}{rrrrr}
$r$/bohr & $U/2$ & $U$ & $\bar v$ & exact Slater\\
0.1 & $-3.625$ & $-7.250$ & $-4.618$ & $-7.194$\\
0.3 & $-1.469$ & $-2.938$ & $-2.518$ & $-2.614$\\
0.5 & $-0.959$ & $-1.918$ & $-1.577$ & $-1.878$\\
1.0 & $-0.668$ & $-1.337$ & $-0.819$ & $-1.346$\\
2.0 & $-0.310$ & $-0.620$ & $-0.299$ & $-0.630$
\end{tabular}
\end{center}

The last column is the Coulomb potential of the true exchange hole of the same orbitals. $U$ follows it within about 2\% at these radii, except at 0.3 bohr, where it is 12\% too deep. The derivative is shallower than $U$ at every radius listed, but not by a fixed factor: $\bar v/U$ is 0.86 at 0.3 bohr and 0.48 at 2 bohr. No rescaling of $U$ produces it.

In the integral the local departures from $\tfrac23U$ nearly cancel. With $\sum_\sigma\int Qe_Q=0.044$ hartree, (\ref{number}) gives
\[
\tfrac43(-12.325)-\tfrac23(0.044)=-16.46\ \text{hartree},
\]
against $-24.65$ for $U$. For a 2p electron the expectation value is $-1.560$ hartree with $U$ and $-0.989$ with $\hat v$, a difference of 0.571 hartree, or 15.5 eV. Changing $\gamma$ to 1 does not alter the picture: $E=-12.19$ and the derivative sums to $-16.34$ hartree.

A direct trial decides which object is the derivative. Multiply every orbital by $1+t\,w$ with $w=e^{-r^2}$, $r$ in bohr. Then $\delta\phi_i=t\,w\phi_i$, and the slope of $E$ at $t=0$ must be $2\sum_\sigma\int w\rho\bar v$. Finite differences of the energy give $-26.20$ hartree, and so does $\bar v$. Putting $U$ in its place gives $-38.45$, which is 47\% too large in magnitude.

\subsection*{Could $U$ be the derivative with respect to the density?}

One may define a multiplicative derivative $\delta E/\delta\rho$ by letting the Kohn-Sham orbitals follow the density (the optimized effective potential). $U$ is not that either, and the uniform gas proves it. There $L=\nabla\rho=0$, $\rho=k_F^3/(6\pi^2)$ and $D=\tau=\tfrac35k_F^2\rho$. Thus $Q\propto\rho^{5/3}$, $y$ is constant, and $e\propto\rho^{4/3}$. Between uniform densities,
\[
\frac{de}{d\rho}=\frac{4e}{3\rho}=\frac23U\neq U .
\]
The operator agrees at the Fermi level. On a plane wave it gives $e_\rho-\tfrac\gamma3k^2e_Q$. Since $Q=-\gamma\tau/3$, (\ref{erho}) becomes $e_\rho=\tfrac23U+\tfrac\gamma3k_F^2e_Q$, and the $e_Q$ terms cancel at $k=k_F$.

Neon shows the same through coordinate scaling. For $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$, $Q$ acquires $\lambda^5$, $y$ is unchanged, lengths shrink by $\lambda$, and $E$ becomes $\lambda E$. If $U$ were $\delta E/\delta\rho$, differentiating at $\lambda=1$ would require
\[
E=\sum_\sigma\int(3\rho+\mathbf r\cdot\nabla\rho)\,U\,d^3r .
\]
The right side is $-15.66$ hartree, the left $-12.32$. Strictly, $E$ should be evaluated with the Kohn-Sham orbitals of this density rather than the Hartree-Fock ones. With orbitals from an approximate inversion of this density to a local potential, both sides move by only about 0.001 hartree, so the gap of 3.3 hartree remains.

\subsection*{Where the identification does hold}

For exact exchange the idea is partly right. The Fock exchange operator acts as
\[
\hat K\phi_i(\mathbf r)=-\sum_j\phi_j(\mathbf r)\int\frac{\phi_j(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',
\]
so that
\[
\frac1\rho\sum_i\phi_i\hat K\phi_i=-\int\frac{G(\mathbf r')^2}{\rho(\mathbf r)\,|\mathbf r-\mathbf r'|}d^3r' .
\]
The orbital-averaged derivative of exact exchange is the Slater potential. This rests on the form of the exact energy, which for each spin is $-\tfrac12\iint G^2/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$: it contains the density matrix $G$ squared, and no derivatives of it. The BR energy does not have this form.

Hydrogen shows how little agreement in value says about the derivative. Its density $e^{-2r}/\pi$ is itself an exponential, with $a=2$, $b=r$ and $D=0$. BR therefore gives the exact exchange energy, $-5/16$ hartree, and the exact $U$, which for one electron is also the exact derivative. The BR derivative still differs, because the model is not exact for neighbouring densities. At large $r$, where $x=2r$, differentiating (\ref{U}) through (\ref{x}) gives to leading order
\[
e_Q\simeq-\frac{3}{4x}(\pi\rho)^{-1/3}e^{-x/3}=-\frac{3}{8r},
\]
since $\pi\rho=e^{-x}$. With $Q/\rho\to\tfrac23$, and $\nabla^2(1/r)=0$ away from the origin,
\[
\bar v\simeq-\frac{2}{3r}+\frac53\cdot\frac23\cdot\frac{3}{8r}=-\frac1{4r},
\]
whereas $U\simeq-1/r$. The expectation values are $-0.411$ and $-0.625$ hartree.

\subsection*{What this means for your TB09 code}

The full potential is
\[
v_{\rm TB09}=c\,U+(3c-2)\,\frac1\pi\sqrt{\frac5{12}}\sqrt{\frac{\tau}{\rho}},
\]
with $\tau$ as defined above; if your code's kinetic-energy density carries the factor $\tfrac12$, write $2\tau$ under the root.

The uniform gas shows why $U$ belongs here. Its exact hole is $9\rho\,[j_1(t)/t]^2$ with $t=k_Fs$, and $\int_0^\infty j_1^2\,dt/t=\tfrac14$. The exact Slater potential is therefore $-9\pi\rho/k_F^2=-3k_F/(2\pi)$. Two thirds of it, $-k_F/\pi$, is the exact exchange potential. The second term of TB09 at $c=1$ is $k_F/(2\pi)$, because $\sqrt{\tfrac5{12}\cdot\tfrac35}=\tfrac12$, and, being positive, it cancels the surplus third of the Slater potential.

For $k_F=1$ per bohr, BR gives $U=-0.4773$ hartree, and the sum is $-0.4773+0.1592=-0.3181$, against the exact $-0.3183$. If you inserted the BR derivative instead, you would get, for an electron at the Fermi level, $-0.3182+0.1592=-0.1590$, half the correct value, because the correction would be counted twice. Inserting the energy per electron would give $-0.2386+0.1592\approx-0.079$. So keep $U$ as in (\ref{U}), without a factor $\tfrac12$ and without differentiating $E$. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Atomic units: energies and potentials in hartree, r in bohr
gamma (main results) = 0.8
Ne RHF total energy = -128.54683 hartree
Ne exact exchange energy = -12.1083 hartree
Ne exchange from exact-hole quadrature = -12.1083 hartree
Ne BR exchange energy = -12.3249 hartree = -335.38 eV
Model hole at r=0.5: x = 1.0037, b = 0.2344 bohr
  spin density = 1.14467, Q = -3.47164 (a.u.)
  norm = 1.000000, -Coulomb integral = -1.91766 hartree
  U from formula = -1.91766 hartree
  true hole curvature = -4.02202, Q(gamma=1) = -4.02202
Ne potentials (hartree): r, U/2, U, vbar, exact Slater, TB09 c=1
  0.05  -4.4462  -8.8923  -7.6205  -8.8236  -6.8301
  0.10  -3.6252  -7.2504  -4.6182  -7.1938  -5.1954
  0.20  -2.3152  -4.6305  -2.8060  -4.4476  -2.6677
  0.30  -1.4689  -2.9378  -2.5183  -2.6135  -1.4761
  0.50  -0.9588  -1.9177  -1.5771  -1.8777  -1.3072
  1.00  -0.6683  -1.3367  -0.8189  -1.3458  -0.8991
  2.00  -0.3099  -0.6199  -0.2991  -0.6295  -0.2609
  3.00  -0.1853  -0.3706  -0.1509  -0.3760  -0.0516
Ne orbital means (hartree): shell, U, BR derivative, Fock exchange
  1s   -6.0032   -4.1568   -6.2214
  2s   -1.6432   -1.1089   -1.7240
  2p   -1.5595   -0.9885   -1.3877
2p: derivative minus U = 0.5710 hartree = 15.54 eV
Sum over electrons of U = -24.6498 hartree
Sum over electrons of derivative = -16.4625 hartree
Ratios to E: U 2.0000, derivative 1.3357
Spin-summed integral of Q*eQ = 0.0439 hartree
Trial slope of E, finite difference = -26.1992 hartree
  predicted by vbar = -26.1992 hartree
  predicted by U = -38.4537 hartree
Virial integral with U = -15.6564 hartree (E = -12.3249)
gamma=1: E = -12.1877, derivative sum = -16.3416 hartree
H atom: BR energy = -0.312500 hartree
H atom: mean U = -0.62500, mean derivative = -0.41144
H atom: r*vbar extrapolated to large r = -0.2499
Uniform gas, kF = 1.0 per bohr: U = -0.47727 hartree
  exact Slater potential = -0.47746 hartree
  BR derivative at kF = -0.31818, mean = -0.33536 hartree
  second TB09 term (c=1) = 0.15915 hartree
  U + second term = -0.31812, -kF/pi = -0.31831 hartree
  derivative + second term = -0.15903 hartree
\end{verbatim}
